# The Rayleigh expansion of a plane wave and its cutoff, part 2

A plane wave is expanded in spherical waves of angular momentum $l$. The problem is how fast the terms fall once $l$ exceeds $kr$, and what error a finite sum leaves.

The vectors $\mathbf k$ and $\mathbf r$ have lengths $k$ and $r$, directions $\hat k$ and $\hat r$, and enclosed angle $\gamma$; $x = kr > 0$ has no unit. With Legendre polynomials $P_l$, $|P_l| \le 1$, spherical Bessel functions $j_l$ and orthonormal harmonics $Y_{lm}$, part (i) of the theorem, already proved, reads

$$e^{i\mathbf k\cdot\mathbf r} = \sum_{l=0}^{\infty}(2l+1)\,i^l j_l(x)P_l(\cos\gamma) = 4\pi\sum_{l=0}^{\infty}\sum_{m=-l}^{l} i^l j_l(x)\,Y_{lm}^*(\hat k)\,Y_{lm}(\hat r).$$

Still to be proved:

(ii) For integers $l \ge 1$ with $l + \tfrac12 \ge x$, define $a_l \ge 0$ by $\cosh a_l = (l+\tfrac12)/x$. Then $0 < j_l \le e^{-a_l} j_{l-1}$. The ratios $j_l/j_{l-1}$ do not increase with $l$, and they tend to zero.

(iii) For integers $l \ge x$, let $m = \lceil x\rceil - 1$, where $\lceil x\rceil$ is the smallest integer not below $x$. Then

$$j_l(x) \le \frac{e^{-S}}{\sqrt{2m+1}}, \qquad S = l\,\mathrm{arccosh}\frac{l}{x} - \sqrt{l^2-x^2}.$$

With $l = x + s\,x^{1/3}$ and $\varepsilon = (l-x)/x$,

$$\frac{2\sqrt2}{3}s^{3/2}\left(1-\frac{\varepsilon}{20}\right) \le S \le \frac{2\sqrt2}{3}s^{3/2}.$$

(iv) If the sum is cut after an integer $N \ge x$, the error at every angle is at most

$$\frac{(2N+3)\,j_{N+1}(x)}{1-q}, \qquad q = \frac{2N+5}{2N+3}\,e^{-a_{N+2}} < 1.$$

Already established:

$$x^2j_l'' + 2xj_l' + \left[x^2 - l(l+1)\right]j_l = 0, \tag{3}$$

$$\sum_{l=0}^{\infty}(2l+1)\,j_l(x)^2 = 1, \qquad |j_l(x)| \le \frac{1}{\sqrt{2l+1}}, \tag{7}$$

and, for $l \ge 1$,

$$j_{l-1}+j_{l+1} = \frac{2l+1}{x}\,j_l. \tag{8}$$

**Lemma 6.** If $l \ge 1$ and $l+\tfrac12 \ge x$, then $j_{l-1} \ge j_l > 0$.

Also, $j_{l+1}/j_l \to 0$ as $l\to\infty$, and $j_l$ is positive for small $x > 0$. Stirling's formula gave an earlier bound on $j_l$ behaving roughly as $(ex/2l)^l$, with $e = 2.718\ldots$.

The example has $k = 4$ bohr$^{-1}$, $r = 5$ bohr, $kr = 20$.

### Proof of part (ii)

Put $r_l = j_{l+1}/j_l$. By Lemma 6 these ratios are positive throughout the range considered. Division of (8) by $j_l$ gives

$$r_l = 2\cosh a_l-\frac{1}{r_{l-1}}. \tag{9}$$

The claim is $r_{l-1} \le e^{-a_l}$. Suppose instead that $r_{l-1} > c$, where $c = e^{-a_l}$. If $r_{n-1} > c$ for some $n \ge l$, then

$$r_n = 2\cosh a_n-\frac{1}{r_{n-1}} > 2\cosh a_l-\frac1c = \left(e^{a_l}+e^{-a_l}\right)-e^{a_l} = c,$$

because $\cosh a_n \ge \cosh a_l$. By induction every later ratio stays above the fixed positive number $c$. This contradicts $r_n \to 0$, so the claim holds, and it says that $j_l \le e^{-a_l}j_{l-1}$.

Next, (9) gives

$$r_l-r_{l-1} = 2\cosh a_l-\left(r_{l-1}+\frac{1}{r_{l-1}}\right).$$

The function $y+1/y$ decreases for $0 < y \le 1$. Since $r_{l-1} \le e^{-a_l} \le 1$, the parenthesis is at least $e^{-a_l}+e^{a_l} = 2\cosh a_l$. Therefore $r_l \le r_{l-1}$. The limit zero was established in the first half. ∎

For $kr = 20$ the true ratio $j_l/j_{l-1}$ is $0.709$ at $l = 20$, $0.371$ at $l = 30$ and $0.264$ at $l = 40$. The corresponding bounds $e^{-a_l}$ are $0.800$, $0.374$ and $0.264$. An ordinary exponential would have a constant ratio. For the full coefficient $T_l = (2l+1)j_l$, the ratio $T_l/T_{l-1}$ also decreases with $l$, since its additional factor $(2l+1)/(2l-1)$ does so.

### Proof of part (iii): the accumulated suppression

Let $l \ge x$ be an integer and $m = \lceil x\rceil-1$. Then $m+1 \ge x$, so part (ii) applies at $m+1, m+2, \dots, l$. Multiplying the inequalities gives

$$j_l \le j_m\exp\left(-\sum_{n=m+1}^{l}a_n\right).$$

To compare the sum with an integral, define $h(\lambda) = \mathrm{arccosh}(\lambda/x)$ for $\lambda \ge x$ and $h(\lambda) = 0$ for $\lambda < x$. This function is nonnegative and never decreases. Since $a_n = h(n+\tfrac12)$ is the value at the upper end of an interval of unit length,

$$\sum_{n=m+1}^{l}a_n \ge \int_{m+1/2}^{l+1/2}h\,d\lambda \ge \int_{x+1/2}^{l+1/2}h\,d\lambda \ge \int_x^l h\,d\lambda.$$

The second inequality uses $m < x$. In the third, shifting the interval down by $\tfrac12$ cannot increase the integral. The last integral is

$$\int_x^l\mathrm{arccosh}\frac{\lambda}{x}\,d\lambda = l\,\mathrm{arccosh}\frac lx-\sqrt{l^2-x^2} = S.$$

To verify this, differentiate the closed form with respect to $l$. The two terms $\pm l/\sqrt{l^2-x^2}$ cancel and leave $\mathrm{arccosh}(l/x)$; at $l = x$ both sides vanish. Finally $j_m \le (2m+1)^{-1/2}$, which gives the bound on $j_l$.

It remains to extract the cube root. Let $\eta \ge 0$ and $a = \mathrm{arccosh}(1+\eta)$. From $\cosh a = 1+2\sinh^2(a/2)$ it follows that $a = 2\,\mathrm{arcsinh}\,y$ with $y = \sqrt{\eta/2}$. Now

$$\mathrm{arcsinh}\,y = \int_0^y\frac{dt}{\sqrt{1+t^2}}, \qquad 1-\frac{t^2}{2} \le \frac{1}{\sqrt{1+t^2}} \le 1.$$

The lower estimate holds because $(1+z)^{-1/2}$ is convex and lies above its tangent at $z = 0$. Integration gives $y-y^3/6 \le \mathrm{arcsinh}\,y \le y$, and so

$$\sqrt{2\eta}\left(1-\frac{\eta}{12}\right) \le \mathrm{arccosh}(1+\eta) \le \sqrt{2\eta}.$$

Substitute $\lambda = x(1+\eta)$ in the integral for $S$, with $\eta$ running from 0 to $\varepsilon = (l-x)/x$. The lower estimate yields

$$S \ge x\sqrt2\left(\frac23\varepsilon^{3/2}-\frac{1}{12}\cdot\frac25\varepsilon^{5/2}\right) = \frac{2\sqrt2}{3}x\varepsilon^{3/2}\left(1-\frac{\varepsilon}{20}\right).$$

The upper estimate gives the same expression without the last parenthesis. With $l-x = s\,x^{1/3}$ one has $\varepsilon = s\,x^{-2/3}$ and $x\varepsilon^{3/2} = s^{3/2}$. This is the statement in (iii). ∎

*Physical meaning.* The exponent is a tunnelling integral:

$$S = \int_r^{l/k}\sqrt{\frac{l^2}{\rho^2}-k^2}\;d\rho.$$

To see this, put $t = k\rho$, so that the right side becomes $\int_x^l\sqrt{l^2-t^2}\,dt/t$. Its derivative with respect to $l$ is $\int_x^l l\,dt/(t\sqrt{l^2-t^2}) = \mathrm{arccosh}(l/x)$, since the integrand vanishes at the moving end; and both sides vanish at $l = x$. By (3), a wave with $l > kr$ has its turning point at $\sqrt{l(l+1)}/k$, which the integral replaces by its large-$l$ form $l/k$. Both lie outside $r$, and the wave must penetrate the centrifugal barrier to reach $r$. Just inside the turning point the squared decay rate grows linearly with distance. Its square root, integrated over the distance, gives the power $3/2$. The exponent is of order one when $(l-x)^{3/2}/x^{1/2}$ is of order one, that is, when $l-x$ is of order $x^{1/3}$.

*Far beyond the edge.* For $l \gg x$, $\mathrm{arccosh}(l/x)$ approaches $\ln(2l/x)$ and $\sqrt{l^2-x^2}$ approaches $l$, so that $S \approx l\,[\ln(2l/x)-1]$. The leading exponent of $e^{-S}$ is then that of $(ex/2l)^l$, found earlier from Stirling's formula. The factors themselves agree only when the next term of $S$, which is $x^2/(4l)$, is also small, that is, for $l \gg x^2$.

### Remark: the width is real

An upper bound alone does not exclude a sharper edge. The recurrence indicates the leading behaviour for large $x$. Set $l+\tfrac12 = x+s\,x^{1/3}$; in this remark $s$ includes the half unit. Subtracting $2j_l$ from both sides of (8) gives

$$j_{l+1}-2j_l+j_{l-1} = \frac{2(l+\frac12-x)}{x}j_l = 2s\,x^{-2/3}j_l.$$

One step in $l$ changes $s$ by $x^{-1/3}$. If $j_l$ varies smoothly with $s$, the left side is $x^{-2/3}\,d^2j/ds^2$ to leading order, and therefore

$$\frac{d^2j}{ds^2} = 2s\,j.$$

With $z = 2^{1/3}s$ this becomes Airy's equation $d^2j/dz^2 = z\,j$. Lemma 6 excludes the growing solution, which leaves $j \propto \mathrm{Ai}(2^{1/3}s)$. For large $s$ its exponential factor is $\exp(-\tfrac23z^{3/2}) = \exp(-\tfrac{2\sqrt2}{3}s^{3/2})$, the same as in the bound.

The assumption of smoothness makes this a leading-order argument and not a proof. It was tested at $kr = 8000.5$, where the width is $20.0$. Relative to $l = 8000$, the Bessel function has fallen to $0.2771$ after one width, to $0.0429$ after two and to $0.0042$ after three. The Airy function gives $0.2772$, $0.0429$ and $0.0042$.

### Proof of part (iv): the error of a finite sum

Let $N \ge x$ be an integer. Since $|P_l| \le 1$, the omitted part is at most $\sum_{l>N}T_l$ in modulus. For $l \ge N+1$, part (ii) gives

$$\frac{T_{l+1}}{T_l} \le \frac{2l+3}{2l+1}e^{-a_{l+1}}.$$

The right side decreases with $l$, so it never exceeds its value at $l = N+1$, which is $q$. To see that $q < 1$, note that

$$e^{a_{N+2}} \ge \cosh a_{N+2} = \frac{N+\frac52}{x} \ge 1+\frac{5}{2N} > 1+\frac{2}{2N+3} = \frac{2N+5}{2N+3}.$$

The omitted terms are therefore bounded by a geometric series with first term $T_{N+1}$ and ratio $q$, whose sum is $T_{N+1}/(1-q)$. ∎

*One cutoff serves a whole ball.* Equation (3) can be written $(x^2j_l')' = [l(l+1)-x^2]j_l$. For $l \ge 1$, $j_l$ starts positive at small argument, and the right side remains positive up to $x = l$. Hence $j_l$ increases on this interval. For $l > N \ge kR$, each omitted $T_l$ is therefore largest at $r = R$, and the tail bound evaluated at $R$ holds for all $r \le R$.

### The cutoff in numbers

For $kr = 20$ the width is $20^{1/3} = 2.714$. At $l = 20$ the coefficient $T_l$ is still $1.57$. At $l = 25$, or $s = 1.84$, it is $0.096$; at $l = 30$, or $s = 3.68$, it is $1.3\times10^{-3}$. In the last case $\varepsilon = 0.5$ and $s^{3/2} = 7.07$, so the estimates place $S$ between $6.50$ and $6.67$. Its value is $6.51$. Part (iii) then gives

$$T_{30} \le \frac{61}{\sqrt{39}}\,e^{-6.512} = 1.45\times10^{-2}.$$

This is about 11 times the true value. Using $l+\tfrac12$ instead of $l$ in $S$ would lower the estimate by a factor of 1.6; the remaining factor of about 7 comes from the other estimates in the proof, among them the generous prefactor.

As an example of part (iv), cut after $N = 34$. The first omitted coefficient is $T_{35} = 5.89\times10^{-6}$. Since $e^{-a_{36}}$ is smaller than $e^{-a_{35}} = 0.3085$, one has $q < (73/71)\times0.3085 < 0.318$, and the error at every angle is below $5.89\times10^{-6}/0.682 < 8.7\times10^{-6}$.

For an error below $10^{-6}$ on a grid of 401 angles, relative to a wave of modulus 1, the cutoffs are as follows. The guaranteed value combines (iii) and (iv) and holds at all angles.

| $kr$ | Needed $N$ | $(N-kr)/(kr)^{1/3}$ | Guaranteed $N$ |
|---|---|---|---|
| 20 | 36 | 5.89 | 38 |
| 200 | 235 | 5.98 | 241 |
| 2000 | 2076 | 6.03 | 2094 |

While $kr$ grows by a factor of 100, the margin $N-kr$ grows from 16 to 76, a factor of $4.75$; the cube root of 100 is $4.64$. Dropping all prefactors and setting $\exp(-\tfrac{2\sqrt2}{3}s^{3/2}) = 10^{-6}$ gives $s = (3\times13.82/2\sqrt2)^{2/3} = 5.99$. The close agreement should not be read as an error estimate, because the omitted prefactors are not equal to one.

These prefactors are also the reason why the guaranteed margin, measured in widths, is not a fixed number. For large $x$ and moderate $s$, the factor $(2N+3)/\sqrt{2m+1}$ is about $\sqrt{2x}$. Moreover $1-q$ is about $a_{N+2} \approx \sqrt{2s}\,x^{-1/3}$. Together they multiply $e^{-S}$ by about $x^{5/6}/\sqrt s$. For a tolerance $\delta$ the condition becomes

$$\frac{2\sqrt2}{3}s^{3/2} \approx \ln\frac1\delta+\frac56\ln x-\frac12\ln s.$$

The guaranteed margin therefore grows slightly faster than $x^{1/3}$, by a power of a logarithm. In widths it is $6.63$, $7.01$ and $7.46$ for the three cases, while the needed margin lies between $5.89$ and $6.03$. That spread is smaller than one integer step at $kr = 20$, which is $0.37$ widths, so these three values alone show no trend. The needed margin is not fixed either, but it grows more slowly. On the axis $\gamma = 0$, where the largest error lies in the three cases above, it is $6.15$, $6.28$ and $6.39$ widths for $kr = 2\times10^4$, $2\times10^5$ and $2\times10^6$.

Stopping at $l = kr$ is not sufficient. The largest error on the grid is then $0.91$, $1.63$ and $2.61$ for $kr = 20$, $200$ and $2000$. It grows over these three cases; the upper bounds derived here do not determine its law of growth. Further values are listed in the numerical output below.

## Computed results

```
k = 4.0 bohr^-1; r = 5.0 bohr; kr = 20.0 (no unit)
edge width (kr)^(1/3) = 2.7144 (no unit)
k direction: theta = 0.7 rad, phi = 0.4 rad
r direction: theta = 1.9 rad, phi = 2.5 rad
cos gamma = -0.555031; k.r = -11.100628 (no unit)
plane wave = 0.10486107 +0.99448688 i (no unit)
Parseval sum = 1.000000000000 (no unit)
Harmonic sum at these directions (all without unit):
cutoff 15: sum = 0.19466301 +0.31934007 i; error = 6.811e-01
cutoff 20: sum = 0.02958656 +1.08353369 i; error = 1.166e-01
cutoff 25: sum = 0.11292987 +0.99241935 i; error = 8.329e-03
cutoff 30: sum = 0.10483633 +0.99447153 i; error = 2.911e-05
cutoff 35: sum = 0.10486132 +0.99448687 i; error = 2.439e-07
cutoff 40: sum = 0.10486107 +0.99448688 i; error = 2.762e-10
Terms at kr = 20; s = (l-kr)/(kr)^(1/3) (all without unit):
l=20: s=0.000; j_l=3.8325e-02; (2l+1)j_l=1.5713e+00; bound=6.5653e+00
  j_l/j_(l-1)=0.70884; ratio bound=0.80000; S=0.0000
l=22: s=0.737; j_l=1.4348e-02; (2l+1)j_l=6.4564e-01; bound=3.9810e+00
  j_l/j_(l-1)=0.58565; ratio bound=0.60961; S=0.5934
l=25: s=1.842; j_l=1.8775e-03; (2l+1)j_l=9.5753e-02; bound=7.9562e-01
  j_l/j_(l-1)=0.47614; ratio bound=0.48404; S=2.3287
l=28: s=2.947; j_l=1.4632e-04; (2l+1)j_l=8.3404e-03; bound=8.4651e-02
  j_l/j_(l-1)=0.40614; ratio bound=0.40980; S=4.6805
l=30: s=3.684; j_l=2.1064e-05; (2l+1)j_l=1.2849e-03; bound=1.4510e-02
  j_l/j_(l-1)=0.37122; ratio bound=0.37364; S=6.5120
l=35: s=5.526; j_l=8.2907e-08; (2l+1)j_l=5.8864e-06; bound=8.2340e-05
  j_l/j_(l-1)=0.30745; ratio bound=0.30850; S=11.8355
l=40: s=7.368; j_l=1.4198e-10; (2l+1)j_l=1.1500e-08; bound=1.9031e-07
  j_l/j_(l-1)=0.26360; ratio bound=0.26414; S=18.0373
Cutoffs for grid error below 1e-06 (all without unit):
kr=20: width=2.7144; needed l=36, s=5.894; guaranteed l=38, s=6.631
  grid error when cut at l=kr: 0.9097
kr=200: width=5.8480; needed l=235, s=5.985; guaranteed l=241, s=7.011
  grid error when cut at l=kr: 1.6267
kr=2000: width=12.5992; needed l=2076, s=6.032; guaranteed l=2094, s=7.461
  grid error when cut at l=kr: 2.6116
Edge at kr = 8000.5, width = 20.0004, s = (l+1/2-kr)/width (no unit):
l=8020: s=1.0000; j_l/j_8000=0.277103; Airy ratio=0.277159
l=8040: s=2.0000; j_l/j_8000=0.042855; Airy ratio=0.042853
l=8060: s=2.9999; j_l/j_8000=0.004198; Airy ratio=0.004194
l=8080: s=3.9999; j_l/j_8000=0.000279; Airy ratio=0.000279
S/[l(ln(2l/kr)-1)] at l=2000, kr=20: 1.000006 (no unit)
```
